# Solving the Thomas-Fermi Equation Inward with Majorana's Reduction

To tabulate the Thomas-Fermi potential of a neutral atom, one must decide where the integration starts. Starting at the nucleus means guessing the initial slope and correcting it by bisection. This finds the slope well, because a small error soon shows itself. For the same reason it gives a poor outer profile: a slope too steep by $10^{-10}$ makes the solution cross zero near $x=96$, and one too shallow by the same amount makes it turn upward near $x=88$. Starting in the tail reverses the growth of errors, and Majorana's variables make that possible without a guessed slope or a finite outer boundary.

## The equation

Use hartree atomic units, a point nucleus of charge $Z$, no exchange and no relativity. Write the electrostatic potential as $Z\phi(r)/r$. In a neutral Thomas-Fermi atom the chemical potential is zero, so the local Fermi momentum obeys $k_F^2/2=Z\phi/r$. Two spin states give the density

$$n=\frac{k_F^3}{3\pi^2}=\frac{1}{3\pi^2}\left(\frac{2Z\phi}{r}\right)^{3/2}.$$

Electrons have negative charge, so Poisson's equation away from the nucleus is $\nabla^2(Z\phi/r)=4\pi n$. For a spherical function the left side is $Z\phi_{rr}/r$. Hence

$$\phi_{rr}=\frac{8\sqrt2}{3\pi}Z^{1/2}\frac{\phi^{3/2}}{r^{1/2}}.$$

Put $r=bx$. The left side becomes $\phi''/b^2$, a prime denoting $d/dx$, and the right side gains $b^{-1/2}$. The numerical factor disappears if $b^{3/2}=3\pi/(8\sqrt2\,Z^{1/2})$:

$$b=\tfrac12\left(\frac{3\pi}{4}\right)^{2/3}Z^{-1/3},\qquad
\phi''=\frac{\phi^{3/2}}{\sqrt{x}}.$$

The bare nucleus at small $r$ requires $\phi(0)=1$; neutrality requires $\phi(\infty)=0$.

At most one nonnegative solution satisfies both conditions. If there were two, their difference $w$ would vanish at both ends and, after a choice of order, have a positive maximum. There $w''\le0$, but the equation gives $w''>0$, since $\phi^{3/2}$ increases with $\phi$. It is therefore enough to construct one solution.

## A tiny example: the tail by hand

Try $\phi=Cx^{-k}$. The powers match if $-k-2=-3k/2-1/2$, so $k=3$. The coefficients then give $12C=C^{3/2}$, so $C=144$. Sommerfeld's function $144/x^3$ solves the differential equation but diverges at the origin. It can serve only as a tail.

To see how a nearby solution behaves, let $s=\ln x$ and $\phi=144e^{-3s}g(s)$. Since $x^2\phi''=\phi_{ss}-\phi_s$, the equation reads $\phi_{ss}-\phi_s=x^{3/2}\phi^{3/2}$. The derivatives are

$$\phi_s=144e^{-3s}(g_s-3g),\qquad
\phi_{ss}=144e^{-3s}(g_{ss}-6g_s+9g),$$

and the right side is $144e^{-3s}\,12g^{3/2}$. Therefore

$$g_{ss}-7g_s+12g=12g^{3/2}.$$

Set $g=1+h$ with $|h|\ll1$. As $12g^{3/2}\approx12+18h$,

$$h_{ss}-7h_s-6h=0.$$

Inserting $h=e^{ks}$ gives $k^2-7k-6=0$, with roots $-\mu$ and $\lambda$:

$$\mu=\frac{\sqrt{73}-7}{2}=0.7720,\qquad
\lambda=\frac{\sqrt{73}+7}{2}=7.7720.$$

Thus $h=\alpha x^{-\mu}+\beta x^\lambda$. A neutral atom needs $\beta=0$.

Now double $x$. The wanted part is multiplied by $2^{-0.772}=0.586$, the unwanted part by $2^{7.772}=219$. By this linear rule, three doublings would turn an unwanted part of $10^{-6}$ into about 10, so the linear regime ends before the third doubling is complete. Going inward, each halving divides the unwanted part by 219 while the wanted part grows by 1.71. The exponent $\mu$ describes how the correct solution approaches its tail; its partner $\lambda$ causes the outward instability. Integrations of the full nonlinear equation for $h$, one in each direction, test both exponents.

## Majorana's variables

Inward integration seems to need a starting radius and a value of $\alpha$. Scale invariance removes both. If $\phi(x)$ solves the differential equation, so does $c^3\phi(cx)$: both sides acquire the factor $c^5$. The combinations $x^3\phi$ and $\phi^{-4/3}\phi'$ do not change under this scaling apart from the shift of their argument. Define

$$t=144^{-1/6}x^{1/2}\phi^{1/6},\qquad
u=-\left(\frac{16}{3}\right)^{1/3}\phi^{-4/3}\phi'.$$

At the nucleus $t=0$. In the Sommerfeld tail $t=1$, and $\phi'=-432/x^4$ gives

$$u=\left(\frac{16}{3}\right)^{1/3}\frac{432}{144^{4/3}}
=3\left(\frac{16}{3\cdot144}\right)^{1/3}=1.$$

The infinite range of $x$ has become $0\le t\le1$.

To obtain the equation for $u(t)$, first express the logarithmic slope of $\phi$. From the definitions, $\phi'/\phi=-(3/16)^{1/3}u\phi^{1/3}$ and $\phi^{1/3}=144^{1/3}t^2/x$. Since $(3\cdot144/16)^{1/3}=3$,

$$\frac{d\ln\phi}{ds}=-3t^2u. \tag{1}$$

The logarithm of $t$ is $\frac12\ln x+\frac16\ln\phi$ plus a constant, so

$$\frac{dt}{ds}=\frac t2(1-t^2u). \tag{2}$$

Differentiating $u$ gives two terms:

$$\frac{du}{ds}=-\left(\frac{16}{3}\right)^{1/3}x\phi^{-4/3}\phi''
-\frac43u\,\frac{d\ln\phi}{ds}.$$

In the first, $x\phi^{-4/3}\phi''=x^{1/2}\phi^{1/6}=144^{1/6}t$, and $(16/3)^{1/3}144^{1/6}=4$. The first term is thus $-4t$. By (1), the second is $+4t^2u^2$. Hence $du/ds=4t(tu^2-1)$, and division by (2) gives

$$\boxed{\frac{du}{dt}=\frac{8(tu^2-1)}{1-t^2u},\qquad u(1)=1.}$$

The nuclear slope follows from the definition of $u$ at $\phi=1$:

$$\phi'(0)=-\left(\frac{3}{16}\right)^{1/3}u(0).$$

## Leaving the tail by hand

At $t=u=1$ the right side is $0/0$, so the value alone does not tell us how to start. Let $\tau=1-t$ and $u=1+a_1\tau+\cdots$. The equation becomes

$$\frac{du}{d\tau}=\frac{8(1-tu^2)}{1-t^2u}. \tag{3}$$

To first order, $1-tu^2=(1-2a_1)\tau$ and $1-t^2u=(2-a_1)\tau$. Thus

$$a_1(2-a_1)=8(1-2a_1)
\quad\Longrightarrow\quad a_1^2-18a_1+8=0,$$

with roots $a_1=9\pm\sqrt{73}$. Equation (2) decides between them, because near the tail

$$\frac{d\tau}{ds}=-\frac{2-a_1}{2}\tau.$$

The lower sign gives $d\tau/ds=-\mu\tau$, an approach to the tail as $x$ grows. The upper sign gives $+\lambda\tau$, a departure. The neutral atom therefore has $a_1=9-\sqrt{73}=0.455996$.

For the next coefficient, keep second order in $(du/d\tau)(1-t^2u)=8(1-tu^2)$. The needed expansions are

$$1-t^2u=(2-a_1)\tau+(2a_1-1-a_2)\tau^2+\cdots,$$
$$1-tu^2=(1-2a_1)\tau+(2a_1-a_1^2-2a_2)\tau^2+\cdots.$$

Equating the $\tau^2$ terms gives

$$2a_2(2-a_1)+a_1(2a_1-1-a_2)=8(2a_1-a_1^2-2a_2),$$

or

$$a_2=\frac{17a_1-10a_1^2}{20-3a_1}
=\frac{5.67261}{18.63201}=0.304455.$$

The same operation supplies every later coefficient. With the printed values through $a_5$,

$$u(0)\approx1+0.4560+0.3045+0.2222+0.1682+0.1298=2.2807.$$

Since $(3/16)^{1/3}=0.57236$, this gives $-\phi'(0)\approx1.305$. It is still about 18% below the converged slope, 1.588, because $t=0$ lies at $\tau=1$, far from the expansion point. More terms are needed, but no guess.

## The method in general

Write $u=\sum a_n\tau^n$, $u^2=\sum c_n\tau^n$ and $1-t^2u=\sum D_n\tau^n$. Since $t^2=1-2\tau+\tau^2$,

$$D_0=0,\quad D_1=2-a_1,\quad
D_n=-a_n+2a_{n-1}-a_{n-2}\quad(n\ge2).$$

The coefficient of $\tau^n$ in the differential equation is

$$\sum_{j=0}^{n-1}(j+1)a_{j+1}D_{n-j}=8(c_{n-1}-c_n).$$

The unknown $a_n$ occurs in three places: in $na_nD_1$, in $a_1D_n$, and in $c_n=2a_n+\hat c_n$, where $\hat c_n=\sum_{i=1}^{n-1}a_ia_{n-i}$. Its total factor is

$$n(2-a_1)-a_1+16=2(n\mu+\lambda),$$

because $2-a_1=2\mu$ and $16-a_1=2\lambda$. Thus, for $n\ge2$,

$$a_n=\frac{8(c_{n-1}-\hat c_n)-a_1(2a_{n-1}-a_{n-2})
-\sum_{j=1}^{n-2}(j+1)a_{j+1}D_{n-j}}
{2(n\mu+\lambda)}.$$

An empty sum is zero. The denominator is positive, so the recursion cannot stall. The algorithm is:

1. Set $a_0=1$, $a_1=9-\sqrt{73}$, and generate the coefficients.
2. Sum them to get $u(0)$, and multiply by $-(3/16)^{1/3}$ to get $\phi'(0)$.
3. Recover $\phi$ and $x$ on a grid of $t$ by the integral below.

Truncation at orders 10, 30, 60 and 100 gives $-\phi'(0)=1.496203$, $1.586748$, $1.588067952$ and $1.588071021$. The full calculation, through order 250, gives

$$\phi'(0)=-1.588071022611.$$

Convergence at $\tau=1$ is a numerical observation here, not a proved property: the ratio $a_{200}/a_{199}$ is 0.827. The independent test is outward bisection of the original second-order equation, which gives the same printed slope.

For the profile, divide (1) by (2):

$$\frac{d\ln\phi}{dt}=-\frac{6tu}{1-t^2u}.$$

The right side diverges at the tail. Since $1-t^2u\approx2\mu\tau$, separate

$$\frac{2tu}{1-t^2u}=\frac1{\mu\tau}+R(t),\qquad
G(t)=\int_0^tR(t')\,dt',$$

where $R$ is finite at $t=1$. The singular part integrates to $-\ln\tau/\mu$. With $\phi=1$ at $t=0$,

$$\phi=\tau^{3/\mu}e^{-3G(t)},\qquad
x=144^{1/3}t^2\phi^{-1/3}. \tag{4}$$

The second formula is the definition of $t$ solved for $x$. Equation (4) meets both boundary conditions: $t=0$ gives $x=0$, $\phi=1$, and $t\to1$ gives $x\to\infty$, $\phi\to0$. This requires $1-t^2u>0$ for $0\le t<1$, which was checked on a grid. By uniqueness, this is the neutral solution.

Equation (4) also fixes the tail amplitude. Near $t=1$, $x\approx144^{1/3}\tau^{-1/\mu}e^{G(1)}$. Solve for $\tau$ and use $\phi=144t^6/x^3$ with $t^6\approx1-6\tau$:

$$\phi\approx\frac{144}{x^3}\left(1-Fx^{-\mu}\right),\qquad
F=6\left[144^{1/3}e^{G(1)}\right]^\mu=13.271.$$

The correction fades slowly. The ratio $\phi x^3/144$ is 0.169 at $x=10$, 0.696 at $x=100$, 0.938 at $x=1000$ and 0.989 at $x=10^4$. Imposing the bare value $144/x^3$ at $x=100$ would overestimate $\phi$ there by about 44%.

## A crude start is enough

One can also integrate (3) numerically from a small $\tau$. Let $v$ be a small error in $u$ at fixed $\tau$, and let $f$ be the right side of (3). Then $dv/d\tau=(\partial f/\partial u)v$, with

$$\frac{\partial f}{\partial u}=\frac{-16tu+t^2f}{1-t^2u}
\approx-\frac{16-a_1}{2\mu\tau}=-\frac{\lambda}{\mu\tau}.$$

Here $f\approx a_1$ near the tail. Hence $v\propto\tau^{-\lambda/\mu}=\tau^{-10.07}$: errors shrink on the way to the nucleus. Starting at $\tau=0.1$ with just $1+a_1\tau=1.0456$ makes an initial error of $3.3\times10^{-3}$ in $u$. At $t=0$ the error is $2.7\times10^{-11}$, a reduction by a factor of $8\times10^{-9}$. The power law holds only at small $\tau$: extended to $\tau=1$ it would give $10^{-10.07}\approx9\times10^{-11}$, about a hundred times more damping than is found. Integrating the same equation towards $t=1$ would amplify errors by the inverse factors, as $\tau^{-\lambda/\mu}$ near the tail, so the change of variables helps only together with the change of direction.

## How outward shooting fails

Let $\eta(x)=\partial\phi(x)/\partial\phi'(0)$. Differentiating the Thomas-Fermi equation with respect to the initial slope gives

$$\eta''=\frac32\sqrt{\frac{\phi}{x}}\,\eta,\qquad
\eta(0)=0,\quad \eta'(0)=1.$$

Multiply by $x^2$ and use $x^{3/2}\phi^{1/2}=12t^3$:

$$x^2\eta''=18t^3\eta.$$

In the tail $t\to1$, and $\eta\propto x^p$ requires $p(p-1)=18$. The growing root is $p=(1+\sqrt{73})/2=\lambda-3$. Since $\phi\propto x^{-3}$, the relative error grows as $\eta/\phi\propto x^\lambda$, in agreement with the hand example. This law belongs to the far tail. The local exponent of $\eta/\phi$ is 5.01 at $x=10$, 7.10 at $x=100$ and 7.65 at $x=1000$.

If the starting slope is too steep by $\varepsilon$, linear theory predicts a zero where $\varepsilon\eta=\phi$. Take $\varepsilon=10^{-4}$. At $x=10$, $\eta=202.67$ and $\phi=0.024314$, so

$$\frac{\varepsilon\eta}{\phi}=\frac{0.020267}{0.024314}=0.834.$$

This ratio must still grow by $1/0.834=1.20$. With local exponent 5.01, the predicted zero is at $10\times1.20^{1/5.01}=10.37$. The nonlinear run crosses at 10.45. A slope too shallow by the same amount turns upward at 9.29.

| Slope error | Zero if too steep, $x$ | Turn if too shallow, $x$ |
|---|---:|---:|
| $10^{-6}$ | 23.84 | 21.67 |
| $10^{-8}$ | 49.03 | 45.03 |
| $10^{-10}$ | 95.61 | 88.29 |

A zero at $x_0$ has a physical meaning. The electron number inside is $Z\int_0^{x_0}x\phi''dx=Z[1+x_0\phi'(x_0)]<Z$, so that curve describes a positive ion. It never reaches $(t,u)=(1,1)$, and the tail expansion above does not apply to it.

Far out, making $\varepsilon$ ten times smaller extends the range by a factor of only $10^{1/\lambda}=1.345$. With the exact slope rounded to double precision, an eighth-order Runge-Kutta run in $\sqrt x$ at relative tolerance $10^{-13}$ and absolute tolerance $10^{-15}$ crosses zero at $x=377$; with absolute tolerance $10^{-13}$ it crosses at 328. Linear theory for a slope error of $2.2\times10^{-16}$ alone predicts 555. The earlier failure comes from the integrator's errors, not from the rounding: the rounded slope is too shallow by about $9\times10^{-17}$, which by itself would make the curve turn upward near $x=587$ rather than cross zero, and the crossing moves inward to about 268 and 202 when the relative tolerance is loosened to $10^{-12}$ and $10^{-11}$. Bisecting to the last bit with the same integrator absorbs much of its bias: the slope settles about $4\times10^{-15}$ shallower than the exact one, and the two adjacent double-precision values fail near $x=470$ and $573$, the range set by rounding.

## Barium: which quantities need the tail?

For barium, $Z=56$ and $b=0.23141$ bohr. The total energy needs only the nuclear slope. At zero chemical potential the energy is stationary under changes of the density, including changes of electron number, so $dE/dZ$ comes only from the explicit nuclear attraction: $dE/dZ=-\int(n/r)\,d^3r$. This is the electrons' potential at the nucleus. Expanding $Z\phi/r=Z/r+Z\phi'(0)/b+\cdots$ identifies it as $Z\phi'(0)/b$, which scales as $Z^{4/3}$. Integration from $Z=0$ gives

$$E=\frac37\frac{Z^2\phi'(0)}b
=-\frac37\frac{56^2(1.58807)}{0.23141}
=-9223\ \text{hartree}=-251.0\ \text{keV}.$$

Direct quadrature of the kinetic, attraction and repulsion energies tests this result: $9223.3-21521.1+3074.4=-9223.3$ hartree, up to rounding in the last digit. These digits check the solution of the model, not its accuracy for barium. Shell structure, exchange, relativity and the correct quantum density near the nucleus are absent.

Outer properties are different. Poisson's equation gives $4\pi r^2n\,dr=Zx\phi''dx$, so the number of electrons beyond $x$ is

$$N_{>}(x)=Z\int_x^\infty x'\phi''(x')\,dx'=Z[\phi(x)-x\phi'(x)].$$

The outward run from the rounded exact slope, the one that crosses at $x=377$, fails at $r=0.23141\times376.6=87.1$ bohr, beyond which the model still has $5.15\times10^{-4}$ electron. That remnant belongs to the algebraic Thomas-Fermi tail; a real barium atom has an exponentially decaying density. Bisection is therefore adequate for the energy, while a profile that must remain faithful to the model far out should be built from the tail inward. The main numerical checks are in the numerical check.

## Table of computed values

```
All x, phi, t, u and exponents are dimensionless
Decay exponent mu: 0.772001873; measured: 0.771981
Growth exponent lambda: 7.772001873; measured: 7.771896
Series coefficient a_1: 0.455996255
Series coefficient a_2: 0.304455081
Series coefficient a_3: 0.222179763
Series coefficient a_4: 0.168212623
Series coefficient a_5: 0.129804066
-phi'(0), series through order 10: 1.496203146762
-phi'(0), series through order 30: 1.586748126369
-phi'(0), series through order 60: 1.588067951628
-phi'(0), series through order 100: 1.588071021422
Coefficient ratio a_200/a_199: 0.826889
u(0): 2.774615643934
-phi'(0), Majorana: 1.588071022611
-phi'(0), direct bisection: 1.588071022611
Tail coefficient F: 13.27097385; far integration: 13.270949
x=1: phi=4.24008052e-01, phi*x^3/144=0.002945
x=10: phi=2.43142930e-02, phi*x^3/144=0.168849
x=100: phi=1.00242568e-04, phi*x^3/144=0.696129
x=1000: phi=1.35127477e-07, phi*x^3/144=0.938385
x=10000: phi=1.42450045e-10, phi*x^3/144=0.989236
Local relative growth exponent at x=10: 5.00675
Local relative growth exponent at x=100: 7.10386
Local relative growth exponent at x=1000: 7.65024
eta(10): 202.66967; finite difference: 202.66967
Slope error 1e-04: zero x=10.4484, turn x=9.2851, linear x=10.3685
Slope error 1e-06: zero x=23.8418, turn x=21.6719, linear x=23.6879
Slope error 1e-08: zero x=49.0302, turn x=45.0326, linear x=48.7428
Slope error 1e-10: zero x=95.6061, turn x=88.2955, linear x=95.0772
Asymptotic range factor per digit: 1.344832
Best double slope: zero at x=376.557
Linear reach for slope error 2.2e-16: x=555.409
Rough u start at tau=0.1: 1.04559963
Error in u at start: 3.285e-03; at t=0: 2.668e-11
Damping exponent lambda/mu: 10.06734; measured: 10.06317
Barium Z: 56; length scale b: 0.23140963 bohr
Barium electron count by quadrature: 56.0000000
Barium kinetic energy: 9223.3305 hartree
Barium nuclear attraction: -21521.1045 hartree
Barium electron repulsion: 3074.4435 hartree
Barium energy by quadrature: -9223.3305 hartree
Barium energy from slope: -9223.3305 hartree = -250.9796 keV
Barium shooting failure radius: 87.1389 bohr
Barium electrons beyond that radius: 0.000515
```
